# Open-system elastic compliances of an isotropic binary alloy

A strained alloy film with a rough surface is not stressed uniformly. Its crests can relax sideways, while its troughs carry extra stress. If atoms are mobile, the larger species moves towards regions in tension and the smaller towards regions in compression. The crystal then strains for two reasons: its bonds stretch, and its composition changes. Which elastic constants describe the total response once this exchange has finished?

The answer depends on what is held fixed. Closed constants apply at fixed composition. Open-system constants, due to Larché and Cahn, apply at fixed diffusion potential, the free energy needed to replace an atom of the smaller species by one of the larger.

## Setting and assumptions

Let $c$ be the atomic fraction of the larger species. The starting state is uniform and unstressed, with composition $c_0$. Strain $\varepsilon_{ij}$ is measured from that state, tension is positive, and repeated indices are summed. Energies are taken per unit reference volume, so they have the unit of stress.

**A1.** Strains are small. Atoms exchange on a conserved set of lattice sites.

**A2.** The alloy is elastically isotropic, and a composition change produces the stress-free strain $\eta(c-c_0)\delta_{ij}$ with constant $\eta\neq0$.

**A3.** Gradient and surface energies are neglected.

**A4.** Temperature is fixed, and a large reservoir of unstressed alloy at $c_0$ holds the diffusion potential fixed. Exchange is complete.

The elastic part of the strain is the total strain less the compositional part:

$$e_{ij}=\varepsilon_{ij}-\eta(c-c_0)\delta_{ij}.$$

The free energy is

$$f(\varepsilon,c)=f_{\rm chem}(c)+\tfrac12 C_{ijkl}(c)\,e_{ij}e_{kl}.$$

Here $C_{ijkl}$ is the closed stiffness and $S_{ijkl}$ its inverse. Primes denote derivatives with respect to $c$, and $f''$ without a subscript means $f_{\rm chem}''(c_0)$.

**Theorem.** Under A1–A4 and for $f''>0$, the linear response to a small stress about the unstressed state is $\varepsilon_{ij}=S^*_{ijkl}\sigma_{kl}$, with

$$\boxed{S^*_{ijkl}=S_{ijkl}+\chi\,\delta_{ij}\delta_{kl},\qquad \chi=\frac{\eta^2}{f''}.}$$

Every stress with nonzero trace meets a softer crystal. Every traceless stress meets the closed crystal. As $f''\to0^+$, the chemical spinodal, the added compliance diverges.

The trace matters more than the word "normal". The normal stresses $(s,-s,0)$ are a shear seen in rotated axes, and their response is not softened.

## Two lemmas

**Lemma 1 (stress and diffusion potential).** The derivatives of $f$ are

$$\sigma_{ij}=C_{ijkl}e_{kl},\qquad M=f_{\rm chem}'(c)-\eta\sigma_{kk}+\tfrac12C'_{ijkl}e_{ij}e_{kl}.$$

*Proof.* At fixed $c$, $\partial e_{ij}/\partial\varepsilon_{ij}=1$ for each component, and the symmetry of $C$ cancels the factor one half. This gives the stress. At fixed strain, $\partial e_{ij}/\partial c=-\eta\delta_{ij}$. The elastic energy therefore contributes

$$C_{ijkl}e_{kl}(-\eta\delta_{ij})=-\eta\sigma_{kk},$$

together with the explicit derivative of $C$. Adding $f_{\rm chem}'$ gives $M=(\partial f/\partial c)_\varepsilon$. ∎

This $M$ is per unit volume; division by the site density $\rho$ gives the energy per exchanged atom. The minus sign says that tension lowers the cost of inserting a larger atom.

**Lemma 2 (general open response).** Define

$$a_{ij}=\left(\frac{\partial\varepsilon_{ij}}{\partial c}\right)_\sigma,\qquad m=\left(\frac{\partial M}{\partial c}\right)_\sigma.$$

About any uniform equilibrium state with $m>0$,

$$S^*_{ijkl}=S_{ijkl}+\frac{a_{ij}a_{kl}}{m}.$$

*Proof.* Let $g=f-\sigma_{ij}\varepsilon_{ij}$. Since $df=\sigma_{ij}d\varepsilon_{ij}+M\,dc$, subtraction of $d(\sigma_{ij}\varepsilon_{ij})$ leaves

$$dg=-\varepsilon_{ij}d\sigma_{ij}+M\,dc.$$

The mixed second derivatives of $g$ are equal, which gives the Maxwell relation

$$\left(\frac{\partial M}{\partial\sigma_{ij}}\right)_c=-a_{ij}.$$

Small changes therefore obey

$$d\varepsilon_{ij}=S_{ijkl}d\sigma_{kl}+a_{ij}dc,\qquad dM=-a_{kl}d\sigma_{kl}+m\,dc.$$

The reservoir imposes $dM=0$, so $dc=a_{kl}d\sigma_{kl}/m$. Substitution in the first equation proves the result. ∎

## Proof of the theorem

At fixed stress the strain is

$$\varepsilon_{ij}=S_{ijkl}(c)\sigma_{kl}+\eta(c-c_0)\delta_{ij},$$

so $a_{ij}=\eta\delta_{ij}+S'_{ijkl}\sigma_{kl}$. At zero stress this is $\eta\delta_{ij}$. The last term of $M$ in Lemma 1 is quadratic in stress, so at zero stress it contributes nothing to $m$, and $m=f''$. Lemma 2 then gives

$$\delta c=\frac{\eta\sigma_{kk}}{f''},\qquad S^*_{ijkl}=S_{ijkl}+\frac{\eta^2}{f''}\delta_{ij}\delta_{kl}.$$

The energy density of the linear response changes by

$$\tfrac12\sigma_{ij}(S^*_{ijkl}-S_{ijkl})\sigma_{kl}=\tfrac12\chi(\sigma_{kk})^2.$$

This is positive for nonzero trace and zero for a traceless stress. Since $\eta$ is fixed and nonzero, $\chi\to\infty$ as $f''\to0^+$. ∎

**Remark (prestress).** Composition-dependent moduli do not affect the theorem, because it concerns an unstressed state. Under prestress they do enter, through $a_{ij}$ and $m$. If the moduli are constant, $a_{ij}=\eta\delta_{ij}$ and $m=f_{\rm chem}''(c)$ at any stress. The same formula then holds, evaluated at the prevailing composition.

## Engineering constants

For an isotropic solid,

$$S_{ijkl}\sigma_{kl}=\frac{1+\nu}{E}\sigma_{ij}-\frac{\nu}{E}\sigma_{kk}\delta_{ij}.$$

The open response adds $\chi\sigma_{kk}\delta_{ij}$.

*Uniaxial stress.* With $\sigma_{11}=\sigma$ and $\sigma_{kk}=\sigma$, the axial strain is $(1/E+\chi)\sigma$ and the lateral strain is $(-\nu/E+\chi)\sigma$. Hence

$$\frac1{E^*}=\frac1E+\chi,\qquad \frac{\nu^*}{E^*}=\frac{\nu}{E}-\chi,\qquad \nu^*=\frac{\nu-E\chi}{1+E\chi}.$$

Tension draws in larger atoms, which swell the crystal in all directions. This swelling opposes the lateral contraction.

*Hydrostatic stress.* With $\sigma_{ij}=p\delta_{ij}$, the trace is $3p$. Each normal strain gains $3\chi p$, and the volume strain gains $9\chi p$:

$$\frac1{K^*}=\frac1K+9\chi.$$

*Shear stress.* The trace is zero, so $G^*=G$. The uniaxial constants agree:

$$\frac1{2G^*}=\frac{1+\nu^*}{E^*}=\left(\frac1E+\chi\right)+\left(\frac\nu E-\chi\right)=\frac{1+\nu}{E}=\frac1{2G}.$$

*Equal biaxial stress.* With $\sigma_{11}=\sigma_{22}=\sigma$ and a free third face, the trace is $2\sigma$. For $Y=E/(1-\nu)$,

$$\frac1{Y^*}=\frac1Y+2\chi.$$

There are two simple limits. A large $f''$ makes composition changes costly, so $\chi\to0$ and the closed constants return. For $f''\to0^+$,

$$E^*\simeq\frac{f''}{\eta^2},\qquad K^*\simeq\frac{f''}{9\eta^2},\qquad \nu^*\to-1,$$

while $G$ stays finite. The crystal then changes volume easily but still resists a change of shape.

## The spinodal in a regular solution

Take the mean-field regular solution with interaction energy $\Omega$ per site:

$$f_{\rm chem}=\rho\{kT[c\ln c+(1-c)\ln(1-c)]+\Omega c(1-c)\}.$$

One derivative gives

$$f_{\rm chem}'=\rho\left[kT\ln\frac{c}{1-c}+\Omega(1-2c)\right].$$

Since $1/c+1/(1-c)=1/[c(1-c)]$, a second derivative gives

$$f''=\rho\left[\frac{kT}{c_0(1-c_0)}-2\Omega\right].$$

This vanishes at $kT_s=2\Omega c_0(1-c_0)$. Eliminating $\Omega$ in favour of $T_s$,

$$\chi=\frac{\eta^2c_0(1-c_0)}{\rho k(T-T_s)}.$$

Within this model the added compliance diverges as the inverse distance from $T_s$.

**Remark (finite stress).** The divergence belongs to the linear response. With constant moduli, the full condition is

$$f_{\rm chem}'(c)-f_{\rm chem}'(c_0)=\eta\sigma_{kk}.$$

At the critical point, $c_0=\tfrac12$ and $kT=\Omega/2$, both $f''$ and $f'''$ vanish. The fourth derivative is $f''''=\rho kT[2/c^3+2/(1-c)^3]=32\rho kT$. To leading order $f''''(\delta c)^3/6=\eta\sigma_{kk}$, so

$$\delta c=\left(\frac{6\eta\sigma_{kk}}{f''''}\right)^{1/3}.$$

The shift is finite, though its slope at zero stress is infinite.

## Clamping moves the instability

**Proposition.** For small composition changes about the unstressed state, the energy curvature with respect to $c$ is $f''$ when all strains are free, $f''+2Y\eta^2$ when both in-plane strains are clamped and the normal face is free, and $f''+9K\eta^2$ when all strains are clamped.

*Proof.* With free strains the crystal takes its stress-free size, and no elastic energy appears. With in-plane clamping, each in-plane elastic strain is $-\eta\delta c$. The energy is $\tfrac12\cdot2Y(\eta\delta c)^2$, whose second derivative is $2Y\eta^2$. With full clamping, the elastic volume strain is $-3\eta\delta c$. The energy is $\tfrac12K(3\eta\delta c)^2$, with second derivative $9K\eta^2$. ∎

The first case explains the condition $f''>0$: under fixed loads and fixed $M$, a uniform alloy with $f''<0$ is unstable. The second case applies to a plane composition wave inside a large coherent crystal, whose lateral strains are held by the surroundings. Its limit, $f''=-2Y\eta^2$, is the bulk coherent spinodal of an isotropic crystal, far from free surfaces.

The open constants contain this limit too. Let only $\varepsilon_{33}$ and $\delta c$ vary. The volume part of the elastic strain is $\varepsilon_{33}-3\eta\delta c$, and the shape-changing part comes from $\varepsilon_{33}$ alone. The second-order energy is

$$\tfrac12L\varepsilon_{33}^2-3K\eta\,\varepsilon_{33}\delta c+\tfrac12(f''+9K\eta^2)(\delta c)^2,\qquad L=K+\tfrac43G.$$

Minimising over $\varepsilon_{33}$ leaves the curvature $f''+2Y\eta^2$. Minimising over $\delta c$ instead leaves the open longitudinal modulus

$$L^*=L-\frac{9K^2\eta^2}{f''+9K\eta^2}=K^*+\tfrac43G.$$

Both routes give the determinant of the same quadratic form:

$$L(f''+2Y\eta^2)=L^*(f''+9K\eta^2).$$

The first route also shows that $2Y=9K-9K^2/L$, so $9K>2Y$. The last bracket is therefore positive at the coherent spinodal, and $L^*$ vanishes there. At the same point

$$Y^*=\frac{Yf''}{f''+2Y\eta^2}$$

diverges. Here $f''<0$, so these expressions are continued beyond the range of the theorem, and $Y^*$ is negative for $-2Y\eta^2<f''<0$. A vanishing free-body modulus and a clamped instability are thus different events.

## A strained alloy layer

Consider a layer with $c_0=0.30$ at 1200 K, with $E=150$ GPa, $\nu=0.22$, $\eta=0.042$, $\rho=50$ nm$^{-3}$ and $\Omega=0.030$ eV. These are rough values in the regime of silicon–germanium with 30% germanium. Part of the layer is clamped at an in-plane strain of $-0.50\%$ and exchanges atoms with unstressed alloy of composition $c_0$.

With $kT=0.1034$ eV and 1 eV/nm$^3=0.1602$ GPa,

$$f''=50(0.1602)\left[\frac{0.1034}{0.30(0.70)}-0.060\right]=3.46\ {\rm GPa},$$

$$\chi=\frac{0.042^2}{3.464}=5.09\times10^{-4}\ {\rm GPa}^{-1}.$$

The closed constants are $K=89.3$, $G=61.5$ and $Y=192.3$ GPa. Adding compliances,

$$E^*=\frac1{1/150+\chi}=139\ {\rm GPa},\qquad K^*=\frac1{1/89.3+9\chi}=63.4\ {\rm GPa},$$

$$Y^*=\frac1{1/192.3+2\chi}=161\ {\rm GPa},\qquad \nu^*=0.133.$$

The reductions are 7% in $E$, 29% in $K$ and 16% in $Y$. They differ because volume change supplies a different share of the closed elastic energy in each loading: all of it under hydrostatic stress, less under equal biaxial stress and least under uniaxial stress.

At fixed composition the layer stress is $192.3(-0.005)=-0.96$ GPa. After exchange it is $160.8(-0.005)=-0.80$ GPa. The composition changes by

$$\delta c=\frac{2(0.042)(-0.804)}{3.46}=-0.0195,$$

so the compressed layer loses some of the larger species. The in-plane strain is the same in both cases. A uniform layer without a reservoir could not relax this way, because its mean composition would be fixed.

Cooling towards $T_s=146.2$ K at fixed $c_0$ and fixed closed moduli gives:

| $T$ (K) | $E^*/E$ | $K^*/K$ | $G^*/G$ | $\nu^*$ |
|---:|---:|---:|---:|---:|
| 1200 | 0.929 | 0.710 | 1.000 | 0.133 |
| 300 | 0.656 | 0.263 | 1.000 | −0.199 |
| 150 | 0.045 | 0.009 | 1.000 | −0.945 |
| 146.36 | 0.002 | 0.0003 | 1.000 | −0.998 |

These ratios come from numerical equilibrium of the full free energy under small loads. Extrapolating the inverse added compliance from $1.02T_s$ and $1.01T_s$ to zero gives 146.22 K, in agreement with the formula.

The last two rows describe a metastable uniform alloy. At $T_s$, $kT=0.42\Omega$, and $f_{\rm chem}'(c_0)/\rho=0.42\Omega\ln(0.3/0.7)+0.4\Omega$ is positive. The chemical energy is symmetric about $c=\tfrac12$, so a positive reservoir potential favours the branch rich in the larger species. The same sign holds at 150 K. These two rows also apply only to very small loads: the branch near $c_0$ ends at a tensile trace $\sigma_{kk}$ of about 2 MPa at 150 K and about 3 kPa at 146.36 K.

The coherent threshold is $-2Y\eta^2=-0.68$ GPa. Even at zero temperature the model gives only $f''=-2\rho\Omega=-0.48$ GPa. For plane waves in the bulk, this alloy therefore has a chemical spinodal but no coherent one for the chosen parameters. A free surface relaxes more. A composition wave confined within a fraction of a wavelength of the surface costs only $E\eta^2=0.26$ GPa of elastic curvature; the open surface stiffness $G/(1-\nu^*)$ vanishes where $1+E\chi=0$, that is at $f''=-E\eta^2$. With gradient and surface energies neglected, a thick layer of this model reaches that surface instability near 66 K.

At $c=\tfrac12$ and the critical temperature, 174 K, equal tensile stresses of 5 and 40 kPa on all three axes give shifts of 0.0099 and 0.0199. Eight times the load doubles the shift, as the cube-root law requires.

## What the model leaves out

For the clamped layer, solving the full chemical equation with constant moduli changes the stress from $-0.804$ to $-0.807$ GPa. Letting the moduli fall at the rough rate $d\ln C/dc=-0.20$ gives $-0.811$ GPa, under 1% from the linear result. Under prestress this variation also adds $-4Y'\eta e$ to the clamped curvature, with $e$ the in-plane elastic strain; at $e=-0.50\%$ the elastic term falls from 0.68 to 0.65 GPa. The same variation lets a finite shear alter composition at second order: 1 GPa of shear gives $\delta c=4.7\times10^{-4}$. The statement $G^*=G$ concerns the linear response.

Real silicon–germanium is elastically cubic. Rough constants $C_{11},C_{12},C_{44}=155,59,76$ GPa give a (001) biaxial modulus of 169 GPa closed and 144 GPa open. The open value is 10% below the isotropic one, while the fractional relaxation is still about 15%. A rough thermal loss of $7\times10^{-5}$ K$^{-1}$ above 300 K, applied to the isotropic layer, gives $Y^*=152$ GPa, 5% lower.

Complete exchange takes time. For an assumed diffusivity $D=10^{-17}$ cm$^2$/s, the time $\ell^2/D$ over $\ell=10$ nm is about a day. This is only an order-of-magnitude guide: a diffusivity ten times larger would shorten it to about three hours. At temperatures below 1200 K bulk exchange is slower still. If exchange does not occur, the layer stays at $-0.96$ GPa, 20% larger in magnitude than the open result. Extrapolating with a rough activation energy of 4 eV slows diffusion by roughly 120 decades between 1200 K and $T_s$. The divergence is then a thermodynamic limit that this alloy could not reach by bulk diffusion.

Dislocations can also relax the layer. Balance the closed film force on a 60-degree dislocation of Burgers length $b$, $2G\frac{1+\nu}{1-\nu}|\varepsilon|bh\cos60^\circ$, against the line tension $\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}[\ln(h/b)+1]$. With $b=0.39$ nm, the critical thickness is $h=25$ nm. This estimate takes a standard logarithmic line energy with a rough core term. Replacing the bracket by $\ln(h/b)$ or $\ln(4h/b)$ gives 19 or 27 nm, and using $Y^*$ in the film force alone gives 31 nm. In a thicker layer dislocations may lower the stress, and the clamped elastic result is then an overestimate of its magnitude.

The remaining inputs and values are in the numerical output.

## Calculated quantities

```
Inputs: E=150 GPa, nu=0.22, eta=0.042
Inputs: c0=0.30, T=1200 K, Omega=0.030 eV
Site density = 50 nm^-3
1 eV/nm^3 = 0.16022 GPa
kT = 0.10341 eV
Chemical curvature f2 = 3.4641 GPa
Added compliance eta^2/f2 = 5.0923e-04 GPa^-1
Closed K, G, Y = 89.29, 61.48, 192.31 GPa
Open E, K = 139.36, 63.36 GPa
Open G, Y = 61.48, 160.81 GPa
Open Poisson ratio = 0.1334
Ratios E,K,Y = 0.9290, 0.7096, 0.8362
Chemical spinodal temperature = 146.22 K
Extrapolated divergence = 146.22 K
T (K), E*/E, K*/K, G*/G, nu*:
1200.00, 0.92904, 0.70962, 1.00000, 0.13342
600.00, 0.84934, 0.51275, 1.00000, 0.03620
300.00, 0.65642, 0.26288, 1.00000, -0.19917
200.00, 0.40054, 0.11089, 1.00000, -0.51134
150.00, 0.04489, 0.00870, 1.00000, -0.94524
146.36, 0.00181, 0.00034, 1.00000, -0.99779
In-plane-clamped curvature = 4.1425 GPa
Fully clamped curvature = 4.8816 GPa
Coherent f2 threshold = -0.6785 GPa
Formal coherent T = -60.2 K (negative: none)
Critical point at c=0.5: T = 174.07 K
Critical load 5 kPa: dc=0.00994
Critical load 40 kPa: dc=0.01988
Clamped in-plane strain = -0.50 %
Closed layer stress = -0.9615 GPa
Linear open stress = -0.8041 GPa
Linear composition shift = -0.01950
Nonlinear: stress=-0.8069 GPa, dc=-0.01915
Modulus slope d ln(modulus)/dc = -0.20
Varying moduli: -0.8108 GPa, dc=-0.01905
1 GPa shear, varying moduli: dc=4.699e-04
Rough C11,C12,C44 = 155, 59, 76 GPa
Cubic anisotropy ratio = 1.58
Cubic (001) Y, Y* = 169.1, 144.2 GPa
Thermal softening input = 7.0e-05 K^-1
Thermally softened Y, Y* = 180.2, 152.3 GPa
Rough diffusivity = 1.0e-17 cm^2/s
Diffusion time over 10 nm = 27.8 h
Rough diffusion activation energy = 4.0 eV
Slowing at spinodal = 121 decades
Burgers length = 0.39 nm
Dislocation critical thickness = 24.8 nm
```
